# How deep a saturating gas pulse coats a narrow hole

In atomic layer epitaxy and related pulsed growth, a surface is exposed to a precursor gas until its adsorption sites are full, and the gas is then purged. On a flat surface this takes little gas. In a deep, narrow hole the molecules must first pass the part of the wall that is already full. The problem is to find how far down the coating reaches after a given exposure.

**Model.** A straight round hole of diameter $d$ opens at $z=0$ into a gas of pressure $P$, number density $n$ and thermal energy $kT$, whose molecules have mass $m$. The hole is deeper than any coating considered.

- The wall can take up $s$ molecules per unit area. A patch captures every molecule that strikes it until it is full, and keeps what it has captured.
- A full patch returns every arriving molecule in a random direction by the cosine law: the number leaving per solid angle is proportional to the cosine of the angle to the surface normal.
- Molecules in the hole collide with the wall but not with one another. This is the Knudsen regime, in which the mean free path greatly exceeds $d$.
- The temperature is uniform, the adsorbed film is thin beside $d$, and reaction by-products occupy no sites.

The coated depth is defined by counting molecules:

$$\ell=\frac{\text{number adsorbed}}{\pi d\,s}.$$

It is the length of wall that the adsorbed molecules would fill completely. The algebra is in atomic units, with $kT$ an energy. The motion is classical, so no $\hbar$ appears. Numbers are in eV, angstrom and seconds.

## (a) Supply at the mouth

**Find the number $\Phi$ of molecules that cross unit area of the mouth per unit time, in terms of $P$, $m$ and $kT$, and relate it to the mean speed $\bar v$.**

**Solution.** One velocity component has the Maxwell distribution

$$f(v_z)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv_z^2/2kT}.$$

Molecules with velocity $v_z>0$ cross unit area at the rate $n v_z f(v_z)\,dv_z$. Since $\int_0^\infty v\,e^{-mv^2/2kT}dv=kT/m$,

$$\Phi=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi m kT}},$$

where the last step uses $n=P/kT$.

The mean speed follows from the three-dimensional distribution. With $\int_0^\infty v^3e^{-mv^2/2kT}dv=2(kT/m)^2$,

$$\bar v=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}2\left(\frac{kT}{m}\right)^2=\sqrt{\frac{8kT}{\pi m}}.$$

A quarter of this is $\sqrt{kT/2\pi m}$, so $\Phi=n\bar v/4$.

The gas is isotropic, so the flux entering at angle $\theta$ to the axis is proportional to $\cos\theta$. The mouth therefore acts as a disc that emits the flux $\Phi$ by the cosine law.

## (b) The first moments

**Find $\ell(t)$ while no part of the wall is yet full. When does this stage end?**

**Solution.** Every molecule that enters is captured at its first strike. The mouth has area $\pi d^2/4$, so at constant pressure

$$\pi d s\,\ell=\Phi t\,\frac{\pi d^2}{4}
\quad\Longrightarrow\quad
\frac{\ell}{d}=\frac{\tau}{4},\qquad \tau\equiv\frac{\Phi t}{s}.$$

The dimensionless dose $\tau$ is the number of molecules offered to an open surface per available site. The depth is at first linear in exposure.

The wall just inside the mouth fills first. Of the directions from which it can be struck, half look out through the mouth and half look into the hole. By mirror symmetry the two halves carry equal weight. The inner half supplies nothing, because the wall there still absorbs. The flux received is thus $\Phi/2$, and the patch is full when $\Phi t/2=s$, or $\tau=2$. At that moment $\ell=d/2$.

The relation $\ell/d=\tau/4$ remains an upper bound afterwards, since no more molecules can be adsorbed than have entered.

## (c) Current through a coated section

**Let $\eta(z)$ be the flux leaving a full wall, in molecules per area and time. Show that, far from the ends of a long coated section, a linear $\eta(z)$ is consistent with the wall balance. Find the current $N$ it drives along the hole.**

**Solution.** A full wall returns what it receives, so $\eta(z)$ must equal the flux arriving at $z$. If all walls emitted the same flux, each would also receive that flux, as in equilibrium. Now add a term linear in $z$. Molecules reach a given ring from equal distances on both sides with equal probability, so the excess from one side cancels the deficit from the other. The arriving flux equals the local $\eta(z)$, and the balance holds.

For the current, consider molecules that cross the section $z=0$ at an angle $\theta$ to the $+z$ axis. By the cosine law, a wall element emits $\eta/\pi$ per solid angle and per unit area projected across the ray; the factor $1/\pi$ makes the integral over the hemisphere equal $\eta$. Without collisions this quantity is constant along the ray. It therefore carries the value of $\eta$ at the ray's last wall contact.

Let $\rho$ be the distance from the crossing point back to the wall, measured in the plane of the section. The last contact lies at $z=-\rho\cot\theta$, where

$$\eta(-\rho\cot\theta)=\eta(0)-\eta'\rho\cot\theta,\qquad \eta'=\frac{d\eta}{dz}.$$

The net current in the $+z$ direction is

$$N=\frac1\pi\int dA\int_0^{2\pi}d\varphi\int_0^\pi d\theta\,\sin\theta\cos\theta\,\bigl[\eta(0)-\eta'\rho\cot\theta\bigr].$$

The constant term vanishes because $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. In the other term $\sin\theta\cos\theta\cot\theta=\cos^2\theta$, whose integral is $\pi/2$. Hence

$$N=-\frac{\eta'}{2}\int dA\int_0^{2\pi}d\varphi\;\rho .$$

To evaluate the remaining integral, fix the direction $\varphi$ and divide the disc into chords parallel to it. With $R=d/2$, a chord at distance $p$ from the centre has length $c=2\sqrt{R^2-p^2}$. Along it $\rho$ runs from $0$ to $c$ and contributes $c^2/2=2(R^2-p^2)$. Summing over chords gives

$$\int_{-R}^{R}2(R^2-p^2)\,dp=\frac{8R^3}{3}.$$

This is the same for every $\varphi$, so the angular integral multiplies it by $2\pi$, giving $16\pi R^3/3=2\pi d^3/3$. Therefore

$$N=-\frac{\pi d^3}{3}\,\eta' .$$

The current runs down the gradient. Writing $\eta=n(z)\bar v/4$ and comparing with $N=-(\pi d^2/4)D\,dn/dz$ gives the Knudsen diffusivity $D=d\bar v/3$. The wall sets the step length of the random walk, so $D$ is proportional to the diameter and independent of pressure.

## (d) How many molecules get through

**The wall is full from the mouth to a depth $L\gg d$ and absorbs beyond. Find, to leading order in $d/L$, the fraction $W$ of entering molecules that pass the front. Then estimate how far the coverage extends beyond it.**

**Solution.** Over the length $L$, $\eta$ falls by an amount of order $\Phi$, so it changes by about $\Phi d/L$ over one diameter. Wall near the mouth exchanges molecules with the outside gas, which supplies $\Phi$. Its own flux therefore differs from $\Phi$ by a small fraction. Near the front nothing returns from the absorbing side, and $\eta$ is small compared with $\Phi$. To leading order,

$$\eta(z)=\Phi\left(1-\frac zL\right),\qquad
N=\frac{\pi d^3\Phi}{3L}.$$

Dividing by the number entering, $\Phi\pi d^2/4$, gives

$$W=\frac{4d}{3L}.$$

Most molecules that enter a long coated section wander back out. The formula cannot hold for a short section, where it would exceed one.

The front is sharp in one sense: everything before $L$ is full. Beyond it there is partial coverage. To fly a distance $y\gg d$ past the front without touching the wall, a molecule must travel within an angle of order $d/y$ of the axis. In the integral of part (c), this restricts $\theta$ to a range of order $d/y$ while the integrand $\cos^2\theta$ stays near one. The fraction of the current landing beyond $y$ is thus of order $d/y$.

As the front advances by $dL$, the captured molecules would fill a length $dL$ of wall. If their distribution ahead of the front changes slowly, the coverage at distance $y$ is the sum of all earlier deposits there, which is the fraction landing beyond $y$. Adding this coverage over $y$, from about $d$ to about $L$, gives

$$\ell-L\sim d\,\ln\frac Ld .$$

This is an estimate of order, without its numerical factor. It shows that $\ell-L$ becomes negligible beside $L$ in a deep coating, so $L$ may be replaced by $\ell$ at leading order.

## (e) Growth of the depth

**Find the coated depth as a function of the exposure $E=\int P\,dt$ when $\ell\gg d$. Does the pulse shape matter? What does it cost to coat the flat bottom of a hole of depth $H$ as well?**

**Solution.** Suppose that the current adjusts at once to the current depth and pressure; part (f) examines this. All molecules passing the front are adsorbed, so

$$\pi d s\,\frac{d\ell}{dt}=\frac{\pi d^3\Phi}{3\ell}
\quad\Longrightarrow\quad
\ell\,\frac{d\ell}{dt}=\frac{d^2\Phi}{3s}.$$

The left side is $\tfrac12\,d(\ell^2)/dt$. Integration from a depth $\ell_0$ at which the long-hole description begins gives

$$\ell^2-\ell_0^2=\frac{2d^2}{3s}\int\Phi\,dt .$$

For $\ell\gg\ell_0$ the starting depth can be dropped, as can the small exposure used to reach it. With $\Phi$ from part (a),

$$\boxed{\;\ell=d\sqrt{\frac{2E}{3s\sqrt{2\pi m kT}}}=d\sqrt{\frac{2\tau}{3}}\;},\qquad \tau=\frac1s\int\Phi\,dt .$$

The coated depth grows as the square root of exposure. Each new ring of wall needs the same number of molecules, but they arrive through a resistance proportional to the depth already coated. Twice the depth therefore takes four times the exposure.

Only the time integral of the pressure enters, so within this model the pulse shape does not matter. Pulses separated by purges add, because adsorbed molecules stay. Integrating the front equation from a very small initial depth through two smooth pulses of total dose $200$ gives $11.547$ diameters, in agreement with $\sqrt{400/3}$. This tests the integration, not the transport law.

The bottom offers $s\pi d^2/4$ further sites. Molecules that fly ahead of the front can fill them before the lowest part of the side wall is full. Had the bottom not captured these molecules, it would have returned them to the wall near it. That wall must therefore receive the same number later, when the front is close to $H$ and $W\Phi\pi d^2/4$ molecules pass it per time, with $W$ taken at $L=H$. To leading order the extra dose is $1/W=3H/(4d)$. Compared with the side-wall dose $3H^2/(2d^2)$, this is the fraction $d/(2H)$, which is small for a deep hole.

## (f) When the derivation applies

**Find the conditions for neglecting the gas stored in the hole and the time it needs to diffuse. What changes if an empty wall captures a striking molecule only with probability $\beta\ll1$?**

**Solution.** The density falls linearly from $n$ to nearly zero, so its mean is $n/2$. The stored gas relative to the adsorbed amount is

$$\frac{(n/2)(\pi d^2/4)\ell}{\pi d s\ell}=\frac{nd}{8s}.$$

This must be small. The time for diffusion over the coated depth is of order $\ell^2/(2D)$. At constant pressure, with $\ell^2=2d^2\Phi t/(3s)$ and $D=d\bar v/3$,

$$\frac{\ell^2/(2D)}{t}=\frac{d\Phi}{s\bar v}=\frac{nd}{4s},$$

because $\Phi=n\bar v/4$. Both conditions are the same one: the gas must be dilute compared with the supply of sites on the wall.

With weak capture, molecules diffuse into the empty region before they stick. The loss of current per length equals the capture per length:

$$\frac{\pi d^2}{4}\,\frac{d\bar v}{3}\,\frac{d^2n}{dz^2}=\pi d\,\beta\,\frac{n\bar v}{4}
\quad\Longrightarrow\quad
\frac{d^2n}{dz^2}=\frac{3\beta}{d^2}\,n .$$

The density decays over the length $d/\sqrt{3\beta}$. A distinct front requires $\ell\gg d/\sqrt{3\beta}$, a stronger demand than $\ell\gg d$. For a shallower coating the wall fills gradually over this whole length, and the front equation does not apply.

The law also fails when the mean free path is no longer large beside $d$, so that collisions between molecules compete with wall collisions, when they desorb during the purge, or when the film appreciably narrows the hole. Since $\ell\propto d$ at fixed exposure, a narrower hole is coated less deeply.

## (g) A numerical case

**Take the round model values $d=1000$ Å, $kT=0.04$ eV, $mc^2=7\times10^{10}$ eV, $P=5\times10^{-10}$ eV/Å$^3$ and $s=0.04$ Å$^{-2}$, a collision cross-section of $100$ Å$^2$ and a constant pulse of $0.05$ s. Find the depth and check the conditions.**

**Solution.** With the mass given as a rest energy, the flux is

$$\Phi=\frac{Pc}{\sqrt{2\pi\,mc^2\,kT}}
=\frac{(5\times10^{-10})(2.998\times10^{18})}{\sqrt{2\pi(7\times10^{10})(0.04)}}
=1.130\times10^{4}\ \text{Å}^{-2}\,\text{s}^{-1}.$$

The dose is $\tau=(1.130\times10^4)(0.05)/0.04\approx1.413\times10^4$. The law gives

$$\ell=1000\sqrt{\frac{2(1.413\times10^4)}{3}}\approx9.70\times10^4\ \text{Å},$$

or $9.70$ µm. The exposure is $2.5\times10^{-11}$ eV s/Å$^3$, or $4.0$ Pa s. An open surface would be offered one molecule per site at $\tau=1$; reaching 97 diameters takes some fourteen thousand times as much.

The gas density is $P/kT=1.25\times10^{-8}$ Å$^{-3}$. For hard spheres the mean free path is $1/(\sqrt2\,n\sigma)$, where $\sigma$ is the collision cross-section and $\sqrt2$ is the ratio of mean relative speed to mean speed. It is $5.66\times10^5$ Å, or 566 diameters, so wall collisions dominate. The stored gas is $3.9\times10^{-5}$ of the adsorbed amount. With $D=1.21\times10^{15}$ Å$^2$/s, the diffusion time is $3.9\times10^{-6}$ s, far shorter than the pulse.

## (h) How deep is deep enough?

**The same model can be solved without assuming diffusion or a linear profile. Divide the wall into rings, follow the cosine-law flights between them, and let each ring absorb until full. Use the results in the numerical output to judge the square-root law.**

**Solution.** For the pulse of part (g), the ring calculation gives $9.57\times10^4$ Å, which is 1.4% below the law. At a quarter of the exposure it is 2.7% below. The ratio of the two ring depths is $2.03$ instead of $2$, corresponding to a mean growth exponent of $0.509$. The approach to the square root is visible but slow.

The transmission explains the sign. For a full section 10 diameters long, it is $0.82$ of the value $4d/(3L)$; at 100 diameters it is $0.97$ of that value. A section of finite length resists the flow more than the leading-order law says, and this slows the coating. Molecules captured ahead of the front act the other way, because less of the coated depth $\ell$ is then full wall that the current must pass, but their effect is weaker. In the 100-diameter section, the wall flux at one quarter and three quarters of the length is $0.745$ and $0.255$ of $\Phi$, close to the linear values $0.75$ and $0.25$. At the end of the pulse the coated depth exceeds the fully saturated depth by about $1.3$ diameters, a small part of the total.

Rings twice as wide change the depth by 0.4%. If this error falls as the square of the ring width, about 0.1% remains in the finer calculation, well below the 1.4% difference from the law. Fitting the deep part of the curve, with end corrections left free, gives a limiting $\tau d^2/\ell^2$ of $1.497$, against $3/2$ from the derivation. The ring calculation shares the model's capture rule and its neglect of stored gas, so it tests the transport and the front, not those assumptions.

A shallow coating behaves differently. The linear and square-root laws intersect where $\tau/4=\sqrt{2\tau/3}$, at $\tau=32/3$ and $\ell=8d/3$. On either side of this crossing the rings give:

| Dose $\tau$ | Ring depth $/d$ | Linear law | Square-root law |
|---:|---:|---:|---:|
| 4 | 0.92 | 1.00 | 1.63 |
| 16 | 2.42 | 4.00 | 3.27 |

Between these doses the mean exponent is $0.70$, between the early value $1$ and the late value $1/2$. At a depth of two or three diameters the square-root law is a poor guide; near one hundred diameters, its error in this model is between one and two per cent.

## Computed results

```
INPUTS
hole diameter: 1000 angstrom
thermal energy kT: 0.04 eV
molecular rest energy: 7.0e+10 eV
pressure: 5.0e-10 eV/angstrom^3
site density: 0.04 per angstrom^2
collision cross-section: 100 angstrom^2
pulse time: 0.050 s
TRANSPORT
speed of light: 2.99792e+18 angstrom/s
impingement flux: 1.1301e+04 per angstrom^2 per s
mean speed: 3.6164e+12 angstrom/s
gas density: 1.250e-08 per angstrom^3
Knudsen diffusivity: 1.2055e+15 angstrom^2/s
mean free path: 5.657e+05 angstrom
stored gas / adsorbed molecules: 3.91e-05
diffusion time: 3.91e-06 s
EXAMPLE DEPTHS
exposure: 2.500e-11 eV s/angstrom^3
exposure converted: 4.005 Pa s
dose flux*time/site density: 14126.4 (no unit)
square-root law depth: 97044 angstrom
law depth converted: 9.704 micrometre
ring-calculation depth: 95676 angstrom
fully saturated depth, rings: 94424 angstrom
depth with coarser rings: 96040 angstrom
ring depth / law depth: 0.9859
law depth at quarter exposure: 48522 angstrom
ring depth at quarter exposure: 47223 angstrom
ring / law at quarter exposure: 0.9732
ring depth ratio, full/quarter: 2.0260
deep growth exponent: 0.5093
SHALLOW CASE AND CHECKS
ring depth at dose 4: 0.919 diameters
ring depth at dose 16: 2.421 diameters
shallow growth exponent: 0.6990
Knudsen current coefficient by rays: 1.04720
Knudsen current coefficient pi/3: 1.04720
fitted dose/depth^2 limit: 1.4972 (law: 1.5000)
transmission / long-hole law, 10 diameters: 0.8219
transmission / long-hole law, 100 diameters: 0.9733
wall flux / mouth flux at quarter depth: 0.7447
wall flux / mouth flux at 3/4 depth: 0.2553
two-pulse dose: 200.000 (no unit)
two-pulse depth, integrated: 11.54744 diameters
two-pulse depth, formula: 11.54744 diameters
```
